# Spin-orbit projectors and spin-dependent augmentation in relativistic ultrasoft pseudopotentials

## Spin-orbit coupling in ultrasoft pseudopotentials with plane-wave spinors

A plane-wave calculation on a heavy-element system has to settle which atomic data the ultrasoft pseudopotential carries: projectors for each $j=l\pm\tfrac12$, augmentation functions within one $j$ or also between different $j$, and the small Dirac component or not. The answers follow from a construction in which scalar projectors with real spherical harmonics are kept and the spin-angle structure is moved into constant matrices $f_{lj}$; the strength of the spin-orbit coupling stays in the $j$ dependence of the radial projectors and their coefficients. Hartree atomic units and Condon-Shortley phases are used. The electron moves in a mean field $V+\boldsymbol\sigma\cdot\mathbf b$, where $\mathbf b$ is the exchange field; orbital currents are neglected.

### Spin-angle functions

With $\sigma_\pm=(\sigma_x\pm i\sigma_y)/2$, $\mathbf L\cdot\boldsymbol\sigma=L_z\sigma_z+L_+\sigma_-+L_-\sigma_+$ conserves $m_j$ and couples $Y_{l,m_j-1/2}|\!\uparrow\rangle$ to $Y_{l,m_j+1/2}|\!\downarrow\rangle$. The ladder element is $w=\sqrt{l(l+1)-m(m+1)}$ at $m=m_j-\tfrac12$, so the block is
$$\begin{pmatrix} m_j-\tfrac12 & w\\ w& -m_j-\tfrac12\end{pmatrix},\qquad w=\sqrt{(l+\tfrac12)^2-m_j^2}.\tag{1}$$
Its trace is $-1$ and its determinant $-(m_j^2-\tfrac14)-w^2=-l(l+1)$, so the eigenvalues are $l$ and $-l-1$. Since $J^2=l(l+1)+\tfrac34+\mathbf L\cdot\boldsymbol\sigma$, they belong to $j=l+\tfrac12$ and $j=l-\tfrac12$. For $|m_j|=l+\tfrac12$ only one of the two functions exists, and it has eigenvalue $l$. For eigenvalue $l$ the first row gives the ratio of down to up amplitude, $(l+\tfrac12-m_j)/w=\sqrt{(l+\tfrac12-m_j)/(l+\tfrac12+m_j)}$; the other vector is orthogonal to it. With $s=\pm\tfrac12$ for spin $\sigma=\uparrow,\downarrow$, normalization gives the Clebsch-Gordan coefficients
$$C^{\sigma}_{l+\frac12,m_j}=\sqrt{\frac{l+\frac12+2sm_j}{2l+1}},\qquad C^{\sigma}_{l-\frac12,m_j}=-2s\sqrt{\frac{l+\frac12-2sm_j}{2l+1}},\tag{2}$$
and $\Omega^\sigma_{ljm_j}=C^\sigma_{jm_j}Y_{l,m_j-s}$. The overall sign of the second set is a convention.

Real harmonics are $R_{lm}=\sqrt2(-1)^m\mathrm{Re}\,Y_{lm}$, $R_{l,-m}=\sqrt2(-1)^m\mathrm{Im}\,Y_{lm}$ for $m>0$, and $R_{l0}=Y_{l0}$, so $Y_{lm}=\sum_{m'}U_{mm'}R_{lm'}$ with unitary $U$. Then
$$\Omega^\sigma_{ljm_j}=\sum_m W_{m\sigma,m_j}R_{lm},\quad W_{m\sigma,m_j}=C^\sigma_{jm_j}U_{m_j-s,m},\quad f_{lj}=WW^\dagger.\tag{3}$$
The columns of $W$ are the orthonormal eigenvectors of one $j$ in the basis $R_{lm}|\sigma\rangle$, so $f_{lj}$ is the Hermitian projector on that $j$ and the arbitrary sign drops out. The projector onto one of two eigenvalues is linear in the operator:
$$f_{l,l+\frac12}=\frac{l+1+\mathbf L\cdot\boldsymbol\sigma}{2l+1},\quad f_{l,l-\frac12}=\frac{l-\mathbf L\cdot\boldsymbol\sigma}{2l+1},\quad f_{lj}f_{lj'}=\delta_{jj'}f_{lj},\quad\sum_jf_{lj}=1.\tag{4}$$
Between real functions $\mathbf L=-i\mathbf r\times\nabla$ has imaginary elements, $\mathbf L^*=-\mathbf L$, and $\sigma_y\boldsymbol\sigma^*\sigma_y=-\boldsymbol\sigma$. Hence $\sigma_yf^*\sigma_y=f$, which is time-reversal invariance. For $l=1$, acting on the functions $x,y,z$ gives $(L_k)_{ab}=-i\epsilon_{kab}$. In $f_{1,3/2}=(2+\mathbf L\cdot\boldsymbol\sigma)/3$ the $xx,\uparrow\uparrow$ element is $2/3$, the $xy,\uparrow\uparrow$ element is $(L_z)_{xy}/3=-i/3$, and the $xz,\uparrow\downarrow$ element is $(L_y)_{xz}(\sigma_y)_{\uparrow\downarrow}/3=(i)(-i)/3=1/3$.

### The separable potential between plane waves

Let $a=(n,l,j)$ label a radial projector $\beta_a(r)$, with three-dimensional form $\beta_a(r)\Omega_{ljm_j}/r$. A spherical atom gives
$$V_{NL}=\sum_{lj}\sum_{nn'}D^0_{ab}\sum_{m_j}|\beta_a\Omega_{ljm_j}\rangle\langle\beta_b\Omega_{ljm_j}|=\sum_{lj}\sum_{nn'}D^0_{ab}\sum f^{\sigma\sigma'}_{lj;mm'}|\beta_aR_{lm}\sigma\rangle\langle\beta_bR_{lm'}\sigma'|,\tag{5}$$
with $b=(n',l,j)$; the second form inserts (3) in ket and bra and sums over $m_j$. For the plane wave $e^{i\mathbf K\cdot\mathbf r}|\sigma\rangle/\sqrt{\mathcal V}$, with $\mathbf K$ the Bloch vector plus a reciprocal-lattice vector and $\mathcal V$ the cell volume, shift the origin to the atom at $\mathbf d$ and use the Rayleigh expansion $e^{-i\mathbf K\cdot\mathbf r}=4\pi\sum_{lm}(-i)^lj_l(Kr)Y_{lm}(\hat{\mathbf K})Y^*_{lm}(\hat{\mathbf r})$. Orthonormality selects one harmonic per spin component:
$$\langle\mathbf K\sigma|\beta_a\Omega\rangle=\frac{4\pi}{\sqrt{\mathcal V}}(-i)^le^{-i\mathbf K\cdot\mathbf d}\,\Omega^\sigma(\hat{\mathbf K})\,\tilde\beta_a(K),\qquad\tilde\beta_a(K)=\int_0^{r_c}\!r\beta_a(r)j_l(Kr)\,dr.\tag{6}$$
The same holds with $R_{lm}$ in place of $\Omega^\sigma$.

The sum $\sum_{m_j}\Omega(\hat{\mathbf K})\Omega^\dagger(\hat{\mathbf K}')$ is the projector (4) acting, in the variable $\hat{\mathbf K}$, on $\sum_mY_{lm}(\hat{\mathbf K})Y^*_{lm}(\hat{\mathbf K}')=(2l+1)P_l(x)/4\pi$, $x=\hat{\mathbf K}\cdot\hat{\mathbf K}'$. Since $\nabla_KP_l=P_l'(\hat{\mathbf K}'-x\hat{\mathbf K})/K$, one has $\mathbf LP_l=-i\mathbf K\times\nabla_KP_l=-iP_l'\,\hat{\mathbf K}\times\hat{\mathbf K}'$, and $4\pi\sum\Omega\Omega^\dagger$ equals $(l+1)P_l-iP_l'\boldsymbol\sigma\cdot(\hat{\mathbf K}\times\hat{\mathbf K}')$ for $j=l+\tfrac12$ and $lP_l+iP_l'\boldsymbol\sigma\cdot(\hat{\mathbf K}\times\hat{\mathbf K}')$ for $j=l-\tfrac12$. With $\Lambda_{l\pm}=\sum_{nn'}D^0_{ab}\tilde\beta_a(K)\tilde\beta_b(K')$ and $(-i)^li^l=1$,
$$\langle\mathbf K|V_{NL}|\mathbf K'\rangle=\frac{4\pi}{\mathcal V}e^{-i(\mathbf K-\mathbf K')\cdot\mathbf d}\sum_l\Big\{[(l+1)\Lambda_{l+}+l\Lambda_{l-}]P_l-i(\Lambda_{l+}-\Lambda_{l-})P_l'\,\boldsymbol\sigma\cdot(\hat{\mathbf K}\times\hat{\mathbf K}')\Big\}.\tag{7}$$
The first term is the degeneracy-weighted scalar part and becomes $(2l+1)\Lambda_lP_l$ when the two $j$ agree. The second is spin-orbit scattering; it vanishes for $l=0$, for collinear $\mathbf K$ and $\mathbf K'$, and for $\Lambda_{l+}=\Lambda_{l-}$.

### Dirac partial waves

The reference waves are $\Psi=(G\Omega_{ljm_j},\,iF\bar\Omega)/r$ with $\bar\Omega=\Omega_{\bar ljm_j}$, $\bar l=2j-l$. The operator $\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}$ commutes with $\mathbf J$, is odd under parity and squares to one, so $\sigma_r\Omega$ is $\bar\Omega$ times a phase independent of $m_j$. On the $z$ axis with $m_j=\tfrac12$, $Y_{l0}=\sqrt{(2l+1)/4\pi}$ and $Y_{l1}=0$; by (2) the upper component is $\pm\sqrt{(j+\tfrac12)/4\pi}$ for $j=l\pm\tfrac12$, and $\sigma_r=\sigma_z$ leaves it unchanged. Therefore
$$\bar\Omega=-\sigma_r\Omega .\tag{8}$$
Write $\mathbf L\cdot\boldsymbol\sigma\,\Omega=-(\kappa+1)\Omega$, so $\kappa=-l-1$ or $l$, $\kappa(\kappa+1)=l(l+1)$, and $\bar\Omega$ has $-\kappa$. From $\boldsymbol\sigma\cdot\mathbf p=\sigma_r\sigma_r\,\boldsymbol\sigma\cdot\mathbf p=-i\sigma_r(\partial_r-\mathbf L\cdot\boldsymbol\sigma/r)$ and (8), $\boldsymbol\sigma\cdot\mathbf p\,(G\Omega/r)=i(G'+\kappa G/r)\bar\Omega/r$ and $\boldsymbol\sigma\cdot\mathbf p\,(iF\bar\Omega/r)=-(F'-\kappa F/r)\Omega/r$. With the rest energy removed, the lower and upper rows of the Dirac equation give
$$G'=-\frac\kappa rG+MF,\qquad F'=\frac\kappa rF-\frac{\varepsilon-V}{c}G,\qquad M=2c+\frac{\varepsilon-V}{c}.\tag{9}$$
Differentiating the first equation, with $M'=-V'/c$ and $MF=G'+\kappa G/r$, gives
$$G''=\Big[\frac{l(l+1)}{r^2}-2(\varepsilon-V)\Big]G-\frac{(\varepsilon-V)^2}{c^2}G-\frac{V'}{c}F.\tag{10}$$
Where $|\varepsilon-V|\ll2c^2$, as beyond $r_c$ but not close to the nucleus, $M\approx2c$ and $F\approx(G'+\kappa G/r)/2c$, so both last terms are of order $1/c^2$. The pseudo-Hamiltonian uses the Schrödinger operator beyond $r_c$ and drops them there, together with the charge $F^2$. This is one limit on how fully the scheme is relativistic; another, in the magnetization, appears at (17).

### Projectors and the symmetry of $D^0$

For each $j$ and energy $\varepsilon_a$, a smooth $\phi_a$ matches $G_a$ and $G_a'$ at $r_c$. With $T=-\tfrac12\partial_r^2+l(l+1)/2r^2$ and $V_{loc}=V$ beyond $r_c$, define inside $r_c$
$$\chi_a=(\varepsilon_a-T-V_{loc})\phi_a,\quad B_{ab}=\langle\phi_a|\chi_b\rangle,\quad\beta_a=\sum_b(B^{-1})_{ba}\chi_b,$$
$$Q_{ab}=G_aG_b+F_aF_b-\phi_a\phi_b,\quad q_{ab}=\int_0^{r_c}\!Q_{ab}\,dr,\quad D^0_{ab}=B_{ab}+\varepsilon_bq_{ab}.\tag{11}$$
Then $\langle\beta_a|\phi_c\rangle=\sum_bB_{cb}(B^{-1})_{ba}=\delta_{ac}$. With $S=1+\sum|\beta_a\rangle q_{ab}\langle\beta_b|$,
$$(H-\varepsilon_cS)\phi_c=-\chi_c+\sum_a\beta_a(D^0_{ac}-\varepsilon_cq_{ac})=-\chi_c+\sum_{ab}\chi_b(B^{-1})_{ba}B_{ac}=0.\tag{12}$$
$S$ must be positive. At fixed projections $c_a=\langle\beta_a|\psi\rangle$, the shortest $\psi$ lies in the span of the $\beta_a$ and has norm squared $c^\dagger N^{-1}c$, $N_{ab}=\langle\beta_a|\beta_b\rangle$. Since $\langle\psi|S|\psi\rangle=\langle\psi|\psi\rangle+c^\dagger qc$, $S>0$ if and only if $N^{-1}+q>0$.

Hermiticity requires a symmetric $D^0$. Let $P_{ab}=\int_0^{r_c}\phi_a\phi_b\,dr$ and $A_{ab}=P_{ab}+q_{ab}$. In $B_{ab}-B_{ba}$ the potential terms cancel and $\tfrac12\int(\phi_a\phi_b''-\phi_b\phi_a'')dr$ is a boundary term, in which the matching replaces $\phi$ by $G$ and (9) replaces $G'$, the $\kappa$ terms cancelling:
$$B_{ab}-B_{ba}=(\varepsilon_b-\varepsilon_a)P_{ab}+\tfrac12[M_bG_aF_b-M_aG_bF_a]_{r_c}.\tag{13}$$
From (9), $(G_aF_b)'=M_aF_aF_b-(\varepsilon_b-V)G_aG_b/c$. Subtracting the same with $a\leftrightarrow b$ and integrating from the origin,
$$c\,[G_aF_b-G_bF_a]_{r_c}=(\varepsilon_a-\varepsilon_b)\int_0^{r_c}(G_aG_b+F_aF_b)\,dr=(\varepsilon_a-\varepsilon_b)A_{ab}.\tag{14}$$
The $2c$ part of $M$ in (13) gives the left side of (14), so $B_{ab}-B_{ba}=-(\varepsilon_b-\varepsilon_a)q_{ab}+\Delta_{ab}$. Adding $(\varepsilon_b-\varepsilon_a)q_{ab}$ from (11),
$$D^0_{ab}-D^0_{ba}=\Delta_{ab}=\frac{1}{2c}\big[(\varepsilon_b-V)G_aF_b-(\varepsilon_a-V)G_bF_a\big]_{r_c}.\tag{15}$$
This is of order $1/c^2$ and involves the waves at $r_c$ alone. If $F_aF_b$ is left out of $Q$, $q$ falls by $\int F_aF_b$ and the asymmetry becomes $\Delta_{ab}-(\varepsilon_b-\varepsilon_a)\int_0^{r_c}F_aF_b\,dr$, which samples the core region. In practice $D^0$ is symmetrized, and (12) then holds up to $\Delta/2$ in the coefficients.

### Charge, magnetization and screened coefficients

Assume that inside $r_c$ a pseudo spinor is spanned by the partial waves, $\psi=\sum c_{am_j}\phi_a\Omega/r$ with $c_{am_j}=\langle\beta_a\Omega_{ljm_j}|\psi\rangle$, and that the Dirac state has the same coefficients. With $p_{am\sigma}=\langle\beta_aR_{lm}|\psi^\sigma\rangle$, eq. (3) gives $c_a=W^\dagger p_a$, so the angular spinor of channel $a$ is
$$u_a^\sigma(\hat{\mathbf r})=\sum_{m_j}c_{am_j}\Omega^\sigma_{ljm_j}=\sum_{m}R_{lm}(WW^\dagger p_a)_{m\sigma}=\sum_mR_{lm}(f_ap_a)_{m\sigma}.\tag{16}$$
By (8) the Dirac state has upper part $\sum G_au_a/r$ and lower part $-i\sigma_r\sum F_au_a/r$. Since $\sigma_r^2=1$, the charge is $\sum(G_aG_b+F_aF_b)u_a^\dagger u_b/r^2$ for all pairs $a,b$: within the completeness assumption, $Q_{ab}$ restores the four-component charge inside $r_c$ with no expansion in $1/c$. The magnetization operator is $\beta_{\rm D}\boldsymbol\Sigma=\mathrm{diag}(\boldsymbol\sigma,-\boldsymbol\sigma)$. The anticommutator $\sigma_r\boldsymbol\sigma+\boldsymbol\sigma\sigma_r=2\hat{\mathbf r}$ gives $\sigma_r\boldsymbol\sigma\sigma_r=2\hat{\mathbf r}\sigma_r-\boldsymbol\sigma$, so
$$r^2\mathbf m=\sum_{ab}\big[(G_aG_b+F_aF_b)\,u_a^\dagger\boldsymbol\sigma u_b-2F_aF_b\,\hat{\mathbf r}\,u_a^\dagger\sigma_ru_b\big].\tag{17}$$
Using one $Q$ for charge and spin keeps the first term and drops the radial one, of order $1/c^2$ in the integrated moment. The augmented spin-density matrix of one state is then
$$n^{\sigma\sigma'}=\psi^{\sigma*}\psi^{\sigma'}+\sum_{ab}\sum_{m_1m_2}\frac{Q_{ab}}{r^2}R_{lm_1}R_{l'm_2}(f_ap_a)^*_{m_1\sigma}(f_bp_b)_{m_2\sigma'},\tag{18}$$
with $n=\sum_\sigma n^{\sigma\sigma}$, $\mathbf m=\sum\boldsymbol\sigma_{\sigma\sigma'}n^{\sigma\sigma'}$, and $a,b$ running over all $l,j,l',j'$.

The energy $\int(nV+\mathbf m\cdot\mathbf b)d^3r$ of the augmentation term is $\sum p_a^\dagger f_aI_{ab}f_bp_b$, because $f^\dagger=f$. Varying with respect to $\psi^*$ reads off the coefficient of $|\beta_aR\sigma\rangle\langle\beta_bR'\sigma'|$:
$$D_{ab}=D^0_{ab}\delta_{ll'}\delta_{jj'}f_a+f_aI_{ab}f_b,\qquad (I_{ab})_{m_1\sigma,m_2\sigma'}=\int\frac{Q_{ab}}{r^2}R_{lm_1}R_{l'm_2}(V+\boldsymbol\sigma\cdot\mathbf b)_{\sigma\sigma'}d^3r.\tag{19}$$
If $D^0$ is taken from (11), $V$ in (19) is the change from the local potential of the reference atom; if $\int Q_{ab}V_{loc}\,dr$ has been subtracted from $D^0$, it is the full local potential. Setting $V=1$, $\mathbf b=0$ gives $I_{ab}=q_{ab}\delta_{ll'}\mathbb 1$, and (4) yields
$$S=1+\sum q_{ab}\,\delta_{ll'}\delta_{jj'}\,f_a\,|\beta_aR\sigma\rangle\langle\beta_bR'\sigma'|.\tag{20}$$
The levels solve $H\psi=\varepsilon S\psi$, with matrix elements from (6).

A spherical spin-independent $V$ makes $I$ proportional to the unit matrix, so $Q$ with $j\ne j'$ drops out, as it does from $S$. A field along $z$ behaves differently. From (2), at fixed $m_j$,
$$\langle j|\sigma_z|j\rangle=\pm\frac{2m_j}{2l+1}\ \ (j=l\pm\tfrac12),\qquad\langle l-\tfrac12|\sigma_z|l+\tfrac12\rangle=-\frac{2w}{2l+1},\tag{21}$$
the first being $(C^\uparrow)^2-(C^\downarrow)^2$ and the second $C^\uparrow_+C^\uparrow_--C^\downarrow_+C^\downarrow_-$. The cross element is nonzero for $|m_j|<l+\tfrac12$. In the limit $c\to\infty$ the radial functions lose their $j$ dependence, and $\sum_{jj'}f_jIf_{j'}=I$ recovers the scalar ultrasoft coefficients; when $I$ couples different $j$, this sum needs the $j\neq j'$ terms.

### The 4p shell of Rb$^+$

The reference is a self-consistent radial Dirac-Kohn-Sham calculation of the 36-electron ion with non-relativistic LDA (Slater exchange, VWN correlation), a point nucleus and no Breit term, on a second-order logarithmic grid. Its eigenvalues are not ionization energies. Shooting in the converged potential gives $-0.823421$ Ha ($4p_{1/2}$, $\kappa=1$) and $-0.790060$ Ha ($4p_{3/2}$, $\kappa=-2$), a splitting of 0.03336 Ha or 0.908 eV. The grid eigenvalues, $-0.82344$ and $-0.79011$ Ha, differ from these by up to 0.05 mHa; the grid error of the potential is of the same size: with a converged potential both levels lie about 0.04 mHa lower ($-0.82346$ and $-0.79010$ Ha), while the splitting is unchanged to the digits shown. The finer digits below therefore serve for comparisons within this fixed potential, whose values are listed in the numerical output.

Each $j$ has two projectors, at the bound level and 0.5 Ha above it (the second wave normalized inside $r_c$), with $r_c=2.0$ bohr. The $\phi_a$ are polynomials in $r^2,r^4,r^6,r^8$ matching $G$, $G'$ and the second and third derivatives of the Schrödinger part of (10). $V_{loc}$ is an even quartic matched through $V''$ plus $2\,{\rm Ha}\times(1-r^2/r_c^2)^3$, and it is kept screened. The smallest eigenvalue of $N^{-1}+q$ is $7.5\times10^{-3}$, so $S>0$. Only $l=1$ has projectors; the other channels feel $V_{loc}$ alone and are not meant to describe the ion. In a spherical Bessel basis the lowest $l=1$ pseudo levels are $-0.823421$ and $-0.790064$ Ha, below the Dirac values by $4\times10^{-7}$ and $3\times10^{-6}$ Ha; no ghost state of p type lies under them.

For $p_{1/2}$, $V(r_c)=-1.14503$ Ha gives $\varepsilon_2-V=0.82161$ and $\varepsilon_1-V=0.32161$ Ha, and (15) reads
$$\Delta_{12}=\frac{0.82161(0.67258)(-0.0047154)-0.32161(0.34553)(-0.0003728)}{274.072}=-9.36\times10^{-6}\ {\rm Ha}.$$
The directly integrated $D^0_{12}-D^0_{21}$ was tested against (15) to $10^{-8}$ Ha for both $j$. Relative to $D^0_{12}=-0.53279$ Ha the asymmetry is $2\times10^{-5}$. Without $FF$ it becomes $-9.36\times10^{-6}-0.5(1.6165\times10^{-4})=-9.02\times10^{-5}$ Ha, nearly ten times larger; for $p_{3/2}$ it goes from $-1.22\times10^{-5}$ to $-8.79\times10^{-5}$ Ha.

For plane waves the ion sits in an fcc cell with neighbour distance 10 bohr, and $V_{loc}$ is switched off smoothly between 3.5 and 5 bohr. At $\Gamma$ the odd combinations $(|\mathbf K\rangle-|-\mathbf K\rangle)/\sqrt2$ decouple; the local element is $V(\mathbf K-\mathbf K')-V(\mathbf K+\mathbf K')$ and (6) gains a factor $\sqrt2$ because $R_{1m}$ is odd. At a 10 Ha cutoff, 533 pairs give a twofold level at $-0.8217$ Ha and a fourfold level at $-0.7882$ Ha, with the degeneracies tested to $10^{-8}$ Ha. The splitting, 0.03354 Ha (0.913 eV), exceeds the Dirac value by 0.5%. The switch-off alone widens the splitting by about this much: the radial calculation with the same window and a large cutoff gives $-0.82255$ and $-0.78902$ Ha, split by 0.03353 Ha. The plane-wave levels lie 0.9 mHa above these, the radial levels at 10 Ha about 0.5 mHa above; the remaining 0.4 mHa is mainly a band shift at $\Gamma$ from the overlap of the 4p tails of neighbouring ions, which persists at higher cutoff and shrinks as the neighbour distance grows. This shift is larger for $4p_{3/2}$ (0.40 mHa) than for $4p_{1/2}$ (0.32 mHa), and at 10 Ha the difference is cancelled by the cutoff error. The 10 Ha splitting is therefore not converged: from about 20 Ha upward it is 0.03361 Ha (0.915 eV), about 0.75% above the Dirac value.

The term dropped in (17) can be evaluated from (2), with norm $\int(G^2+F^2)=1$. For $p_{1/2}$, $m_j=\tfrac12$, the small component is $s$-like with spin up, so $\langle\beta_{\rm D}\Sigma_z\rangle=-\tfrac13\int G^2-\int F^2=-\tfrac13-\tfrac23(1.183\times10^{-4})=-0.333412$. For $p_{3/2}$, $m_j=\tfrac32$, it is $d_{3/2}$ with $\langle\sigma_z\rangle=-\tfrac35$, giving $1-\tfrac25(1.136\times10^{-4})=0.999955$. The augmented values are $-\tfrac13$ and 1. Pointwise, (17) was tested against explicit four-component spinors with random coefficients at $r=0.30$ bohr, where the dropped term is $5\times10^{-4}$ of the largest augmentation component over the sampled directions. The ratio depends strongly on $r$: it is not small near the nodes of $G$, nor for $p_{1/2}$ within a few hundredths of a bohr of the nucleus, where $F$ is comparable with $G$. It is the integrated moment that changes little.

In a uniform field $b=10$ mHa the $m_j=\pm\tfrac32$ levels shift by $\pm10$ mHa. For $m_j=\pm\tfrac12$, (21) gives diagonal shifts $\mp b/3$ for $p_{1/2}$ and $\pm b/3$ for $p_{3/2}$, and a coupling $t=-\tfrac{2\sqrt2}{3}bO$ with radial overlap $O=0.99929$, so $|t|=9.421$ mHa. The zero-field pseudo gap is 33.357 mHa, the half-gaps are $h=(33.357\pm6.667)/2=20.012$ and 13.345 mHa, and the $2\times2$ repulsion $\sqrt{h^2+t^2}-h$ is 2.107 and 2.991 mHa. The $p_{1/2}$ levels move by $-3.333-2.107=-5.440$ and $3.333-2.991=0.343$ mHa (after rounding), and the $p_{3/2}$ partners oppositely. The pseudo calculation with (19) gives $-5.440$ and 0.343 mHa, within 0.001 mHa of the four-component $6\times6$ matrix of the shell, built on the same zero-field pseudo levels, for all six levels. Deleting the $j\ne j'$ augmentation lowers $O$ by $q=0.02023$ to 0.97906, so $|t|=9.231$ mHa, the repulsions fall to 2.026 and 2.881 mHa, and the shifts become $-5.360$ and 0.452 mHa, as the full calculation without these terms confirms. The largest error, 0.11 mHa, is about 4% of the 2.99 mHa repulsion, 1.8 times the 2% change in $O$ since the repulsion is nearly quadratic in $t$. It is about a hundred times the error of the complete scheme here, although this pseudopotential has $q$ of a few hundredths.

## Computed values

```
c = 137.0360 a.u.; 1 Ha = 27.2114 eV; Z = 37; electrons = 36.0000
log grid: 3700 points, step 0.00398, r = 1e-05 to 25 bohr; SCF iterations 29
f(p3/2): xx up-up 0.6667; xy up-up -0.3333 i; xz up-down 0.3333
f(p1/2): xx up-up 0.3333; xy up-up 0.3333 i; xz up-down -0.3333
4p1/2, 4p3/2 matrix method (Ha): -0.82344 -0.79011
4p1/2, 4p3/2 shooting (Ha): -0.823421 -0.790060
Dirac splitting: 0.033360 Ha = 0.9078 eV
rc = 2.0 bohr; energy gap = 0.5 Ha; bump = 2.0 Ha
V(rc) = -1.14503 Ha; Vloc(0) = -1.42188 Ha
reference energies (Ha): -0.82342 -0.32342 -0.79006 -0.29006
G(rc) (bohr^-1/2): 0.67258 0.34553 0.68368 0.38501
F(rc) (bohr^-1/2): -0.0003728 -0.0047154 -0.0040186 -0.0066575
q row 1 (dimensionless): 0.02734 0.04557 0.02023 0.03506
q row 2 (dimensionless): 0.04557 0.07257 0.03556 0.05800
q row 3 (dimensionless): 0.02023 0.03556 0.01398 0.02610
q row 4 (dimensionless): 0.03506 0.05800 0.02610 0.04468
p1/2 D11 D12 D22 (Ha): -0.41575 -0.53279 -0.67036
p1/2 D12-D21 = -9.3562e-06 Ha; boundary formula = -9.3562e-06 Ha
p1/2 int F1 F2 = 1.6165e-04; D12-D21 without FF = -9.0181e-05 Ha
p3/2 D11 D12 D22 (Ha): -0.36318 -0.47342 -0.60674
p3/2 D12-D21 = -1.2195e-05 Ha; boundary formula = -1.2195e-05 Ha
p3/2 int F1 F2 = 1.5145e-04; D12-D21 without FF = -8.7920e-05 Ha
min eigenvalue of <beta|beta>^-1 + q = 7.4988e-03
pseudo levels, Bessel basis qmax 16/bohr, R 14 bohr (Ha): -0.823421 -0.790064
pseudo minus Dirac (Ha): -4.07e-07 -3.43e-06
r = 0.3003 bohr: max|m4 - mQ|/max|m4| = 5.05e-04
fcc: d = 10.0 bohr, a = 14.1421 bohr, volume 707.11 bohr^3, cutoff 10.0 Ha
window 3.5 to 5.0 bohr; odd plane-wave pairs 533; matrix size 1066
plane-wave levels (Ha): -0.82170 -0.82170 -0.78816 -0.78816 -0.78816 -0.78816
radial, window, same cutoff (Ha): -0.82205 -0.78858
radial, window, qmax 16/bohr (Ha): -0.82255 -0.78902
plane-wave splitting: 0.03354 Ha = 0.9126 eV
int FF (1/2, 3/2, cross): 1.183e-04 1.136e-04 1.475e-05
cross overlap int(GG+FF) = 0.99929
<beta Sigma_z> p1/2 mj=1/2: -0.333412; augmented: -0.333333
<beta Sigma_z> p3/2 mj=3/2: 0.999955; augmented: 1.000000
<beta Sigma_z> cross mj=1/2: -0.942128; augmented: -0.942142
field b = 0.01 Ha; level shifts in mHa
four-component 6x6: -5.4409 0.3436 -9.9995 -0.3426 5.4400 9.9995
6x6, radial FF term dropped: -5.4402 0.3428 -10.0000 -0.3428 5.4402 10.0000
pseudo, full f I f: -5.4403 0.3427 -10.0000 -0.3428 5.4401 10.0000
pseudo, no cross-j Q: -5.3597 0.4519 -10.0000 -0.4524 5.3592 10.0000
max error (mHa): full 0.0009; no cross-j 0.1098
```
